# The Spherical-Model Acceptor: Coupled Radial Equations and the Heavy-Hole Limit: a numerical check

```python
"""Spherical-model acceptor, even-parity F=3/2 sector (L=0 mixed with L=2).

H = p^2 + mu*(5/4 p^2 - (p.J)^2) - 2/r, with J the spin-3/2 matrices.
Length unit: eps*gamma1 bohr. Energy unit: R = 1/(2 eps^2 gamma1) hartree.
State: f0(r) Phi0 + f2(r) Phi2, Phi2 = (5/4 - (n.J)^2) Phi0, n = r/|r|.
Claims under test:
  -f0''-2f0'/r-2f0/r - mu(f2''+5f2'/r+3f2/r^2) = E f0
  -f2''-2f2'/r+6f2/r^2-2f2/r - mu(f0''-f0'/r) = E f2
  (12 ln2 - 7)^2/(4(1-mu)) <= B <= 1/(1-mu), B = -E,
  and (1-mu)B tends to the binding C of the heavy-hole-only problem.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gamma, gammainc, spherical_jn
from sympy.physics.quantum.cg import CG
from pyscf import gto

# ---------- spin-3/2 matrices, ordered m = 3/2, 1/2, -1/2, -3/2 ----------
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.zeros((4, 4), complex)
for i in range(3):
    m = m_values[i + 1]
    raising[i, i + 1] = np.sqrt(15 / 4 - m * (m + 1))
J = [(raising + raising.conj().T) / 2,
     (raising - raising.conj().T) / 2j,
     np.diag(m_values).astype(complex)]


def angular_operator(n):
    nJ = sum(n[i] * J[i] for i in range(3))
    return 1.25 * np.eye(4) - nJ @ nJ


# ---------- angular algebra against Clebsch-Gordan functions ----------
theta, phi = 0.83, 1.27
direction = np.array([np.sin(theta) * np.cos(phi),
                      np.sin(theta) * np.sin(phi), np.cos(theta)])
M = angular_operator(direction)
helicity_values = np.linalg.eigvalsh(M)
assert np.allclose(helicity_values, [-1, -1, 1, 1], atol=1e-12)
th, ph = sp.symbols("theta phi", real=True)
cg_spinor = np.zeros(4, complex)
for i in range(3):
    spin_m = sp.Rational(3, 2) - i
    coefficient = CG(2, i, sp.Rational(3, 2), spin_m,
                     sp.Rational(3, 2), sp.Rational(3, 2)).doit()
    harmonic = sp.Ynm(2, i, th, ph).expand(func=True)
    cg_spinor[i] = complex(sp.N(coefficient * harmonic.subs(
        {th: theta, ph: phi})))
phi2_spinor = M[:, 0] / np.sqrt(4 * np.pi)
cg_phase = (np.vdot(cg_spinor, phi2_spinor)
            / np.vdot(cg_spinor, cg_spinor)).real
assert np.allclose(phi2_spinor, cg_phase * cg_spinor, atol=1e-12)
assert abs(cg_phase + 1) < 1e-12

# ---------- radial equations against Cartesian differentiation ----------
gamma1, gamma_s, eps = 10.0, 3.5, 12.0
mu_example = 2 * gamma_s / gamma1
x, y, z = sp.symbols("x y z", real=True)
s = sp.symbols("s", positive=True)
coords = (x, y, z)
radius = sp.sqrt(x**2 + y**2 + z**2)
J_sym = [sp.Matrix(4, 4, lambda a, b, A=A: sp.Float(A[a, b].real)
                   + sp.I * sp.Float(A[a, b].imag)) for A in J]
chi = sp.Matrix([1, 0, 0, 0])
rJ = x * J_sym[0] + y * J_sym[1] + z * J_sym[2]
phi2_cart = sp.Rational(5, 4) * chi - rJ * (rJ * chi) / radius**2
f0 = sp.exp(-s) * (1 + s**2)
f2 = s**2 * sp.exp(-s / 2)
psi = f0.subs(s, radius) * chi + f2.subs(s, radius) * phi2_cart
point = {x: 0.7, y: -0.4, z: 1.1}


def at_point(vector):
    return np.array([complex(sp.N(c.subs(point))) for c in vector])


cartesian = -2 / float(radius.subs(point)) * at_point(psi)
for i in range(3):
    for j in range(3):
        second = at_point(psi.diff(coords[i]).diff(coords[j]))
        spin_part = -mu_example * J[i] @ J[j]
        if i == j:
            spin_part = spin_part + (1 + 1.25 * mu_example) * np.eye(4)
        cartesian = cartesian - spin_part @ second
d = sp.diff
row0 = (-d(f0, s, 2) - 2 * d(f0, s) / s - 2 * f0 / s
        - mu_example * (d(f2, s, 2) + 5 * d(f2, s) / s + 3 * f2 / s**2))
row2 = (-d(f2, s, 2) - 2 * d(f2, s) / s + 6 * f2 / s**2 - 2 * f2 / s
        - mu_example * (d(f0, s, 2) - d(f0, s) / s))
r_point = float(radius.subs(point))
radial = (float(row0.subs(s, r_point)) * at_point(chi)
          + float(row2.subs(s, r_point)) * at_point(phi2_cart))
operator_error = np.max(np.abs(cartesian - radial))
assert operator_error < 1e-9


# ---------- radial equations in bases exp(-a r^2), r^2 exp(-a r^2) ----------
def moment(n, c):
    return 0.5 * gamma((n + 1) / 2) * c ** (-(n + 1) / 2)


def solve_radial_equations(mu, exponents):
    b = exponents[None, :]
    c = exponents[:, None] + b
    h00 = 6 * b * moment(2, c) - 4 * b**2 * moment(4, c) - 2 * moment(1, c)
    h22 = (14 * b * moment(6, c) - 4 * b**2 * moment(8, c)
           - 2 * moment(5, c))
    h02 = -mu * (15 * moment(2, c) - 20 * b * moment(4, c)
                 + 4 * b**2 * moment(6, c))
    h20 = -mu * 4 * b**2 * moment(6, c)
    zero = np.zeros_like(c)
    H = np.block([[h00, h02], [h20, h22]])
    S = np.block([[moment(2, c), zero], [zero, moment(6, c)]])
    norm = 1 / np.sqrt(np.diag(S))
    H, S = H * np.outer(norm, norm), S * np.outer(norm, norm)
    assert np.max(np.abs(H - H.T)) < 1e-9 * np.max(np.abs(H))
    return eigh((H + H.T) / 2, S, eigvals_only=True)[0]


exponents_3d = 1e-3 * 2.3 ** np.arange(20)
energy_radial = solve_radial_equations(mu_example, exponents_3d)

# ---------- full three-dimensional four-component diagonalization ----------
shells = [[L, [float(a), 1.0]] for L in (0, 2) for a in exponents_3d]
mol = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
overlap = mol.intor("int1e_ovlp")
n_ao = overlap.shape[0]
pp = -mol.intor("int1e_ipipovlp", comp=9).reshape(3, 3, n_ao, n_ao)
H3d = np.kron(-2 * mol.intor("int1e_rinv"), np.eye(4)).astype(complex)
for i in range(3):
    for j in range(3):
        spin_part = -mu_example * J[i] @ J[j]
        if i == j:
            spin_part = spin_part + (1 + 1.25 * mu_example) * np.eye(4)
        H3d += np.kron(pp[i, j], spin_part)
H3d = (H3d + H3d.conj().T) / 2
levels_3d = eigh(H3d, np.kron(overlap, np.eye(4)), eigvals_only=True,
                 subset_by_index=[0, 4])
assert abs(levels_3d[0] - energy_radial) < 1e-6
assert levels_3d[3] - levels_3d[0] < 1e-6
assert levels_3d[4] - levels_3d[3] > 1e-2

# ---------- heavy-state constraint and closed trial bound ----------


def trial_f2(r):
    return 2 * gamma(4) * gammainc(4, r) / r**3


r_test = 1.5
# the momentum function of 2 exp(-r) is sqrt(2/pi)*4/(1+k^2)^2
bessel_f2 = (2 / np.pi) * quad(
    lambda k: k**2 * spherical_jn(2, k * r_test) * 4 / (1 + k**2)**2,
    0, 400, limit=2000)[0]
assert abs(bessel_f2 - trial_f2(r_test)) < 1e-5


def half_line(function):
    return quad(function, 0, 1)[0] + quad(function, 1, np.inf)[0]


norm_f2 = half_line(lambda r: r**2 * trial_f2(r)**2)
inverse_r_f2 = half_line(lambda r: r * trial_f2(r)**2)
inverse_r_f0 = half_line(lambda r: 4 * r * np.exp(-2 * r))
mean_inverse_r = (inverse_r_f0 + inverse_r_f2) / 2
lower_constant = (12 * np.log(2) - 7)**2 / 4
assert abs(norm_f2 - 1) < 1e-7
assert abs(mean_inverse_r**2 - lower_constant) < 1e-7


# ---------- scaled problem, r = (1-mu) rho, in heavy/light functions ----------
def scaled_matrices(ratio):
    count = int(np.ceil(np.log(1.6e4 / 2e-5) / np.log(ratio))) + 1
    a = 2e-5 * ratio ** np.arange(count)
    c = a[:, None] + a[None, :]
    product = np.outer(a, a)
    S = (2 * np.sqrt(product) / c)**1.5
    K = 6 * product / c * S
    N = np.sqrt(4 * (2 * a)**1.5 / np.sqrt(np.pi))
    V0 = np.outer(N, N) / (2 * c)
    t = np.linspace(np.log(1e-5), np.log(1e5), 1400)
    r = np.exp(t)
    partner = (N * gamma(2.5) * a**-1.5)[:, None] \
        * gammainc(2.5, a[:, None] * r**2) / r**3
    step = t[1] - t[0]
    V2 = (partner * r**2) @ partner.T * step
    S2 = (partner * r**3) @ partner.T * step
    assert np.max(np.abs(S2 - S)) < 1e-6
    return S, K, V0, V2


def scaled_ground(mu, matrices):
    S, K, V0, V2 = matrices
    same, cross = -(V0 + V2), -(V0 - V2)
    light = (1 + mu) / (1 - mu) * K
    H = np.block([[K + same, cross], [cross, light + same]])
    zero = np.zeros_like(S)
    values, vectors = eigh(H, np.block([[S, zero], [zero, S]]))
    n = len(S)
    d_part = (vectors[:n, 0] - vectors[n:, 0]) / np.sqrt(2)
    return -values[0], d_part @ S @ d_part


matrices = scaled_matrices(2.2)
S, K, V0, V2 = matrices
heavy_constant = -eigh(K - (V0 + V2), S, eigvals_only=True)[0]
mu_list = [0.0, 0.3, 0.5, 0.7, 0.9, 0.99, 0.999]
results = [scaled_ground(mu, matrices) for mu in mu_list]
scaled = np.array([item[0] for item in results])
weights = np.array([item[1] for item in results])
binding = scaled / (1 - np.array(mu_list))
assert abs(binding[0] - 1) < 1e-5
assert np.all(np.diff(binding) > 0) and np.all(np.diff(scaled) < 0)
assert np.all(scaled > lower_constant) and np.all(scaled < 1 + 1e-8)
assert heavy_constant > lower_constant
gap = scaled - heavy_constant
assert 0 < gap[-1] < 0.2 * gap[-2]
assert abs(weights[-1] - 0.5) < abs(weights[-2] - 0.5) < 0.1

example_scaled, example_weight = scaled_ground(mu_example, matrices)
B_example = example_scaled / (1 - mu_example)
assert abs(B_example + levels_3d[0]) < 5e-5  # two different finite bases
finer_scaled = scaled_ground(mu_example, scaled_matrices(2.0))[0]
basis_change = abs(finer_scaled / (1 - mu_example) - B_example)
assert basis_change < 2e-5

# ---------- numbers for the text ----------
hartree_meV = const.value("Hartree energy in eV") * 1000
bohr_nm = const.value("Bohr radius") * 1e9
R_meV = hartree_meV / (2 * eps**2 * gamma1)
print(f"gamma1 = {gamma1:.1f}, gamma = {gamma_s:.1f}, eps = {eps:.1f}")
print(f"mu = {mu_example:.3f}")
print(f"heavy-hole mass = {1/(gamma1*(1-mu_example)):.4f} electron masses")
print(f"light-hole mass = {1/(gamma1*(1+mu_example)):.4f} electron masses")
print(f"length unit = {eps*gamma1:.1f} bohr = {eps*gamma1*bohr_nm:.3f} nm")
print(f"energy unit R = {R_meV:.4f} meV")
print(f"phase of Phi2 relative to Clebsch-Gordan = {cg_phase:.1f}")
print(f"Cartesian minus radial operator, max = {operator_error:.1e}")
print(f"B, radial equations, Gaussian basis = {-energy_radial:.6f} R")
print(f"B, full 3D diagonalization = {-levels_3d[0]:.6f} R")
print(f"next 3D level in that s,d basis = {levels_3d[4]:.4f} R")
print(f"B, heavy/light basis = {B_example:.5f} R")
print(f"change of B in finer basis = {basis_change:.1e} R")
print(f"B of example = {B_example*R_meV:.2f} meV")
print(f"L=2 weight of example = {example_weight:.4f}")
print(f"lower bound = {lower_constant/(1-mu_example):.4f} R")
print(f"upper bound = {1/(1-mu_example):.4f} R")
print(f"trial <1/r>, L=0 part (alpha=1) = {inverse_r_f0:.6f}")
print(f"trial <1/r>, L=2 part (alpha=1) = {inverse_r_f2:.6f}")
print(f"trial <1/r>, whole state (alpha=1) = {mean_inverse_r:.6f}")
print(f"lower-bound constant (12 ln2-7)^2/4 = {lower_constant:.6f}")
print(f"heavy-only constant C = {heavy_constant:.5f}")
print("mu, B in R, (1-mu)B in R, L=2 weight:")
for mu, B, sB, weight in zip(mu_list, binding, scaled, weights):
    print(f"{mu:.3f}  {B:.4f}  {sB:.5f}  {weight:.4f}")
print(f"(1-mu)B - C at mu=0.99: {gap[-2]:.2e} R")
print(f"(1-mu)B - C at mu=0.999: {gap[-1]:.2e} R")
print("verified")
```

It prints:

```
gamma1 = 10.0, gamma = 3.5, eps = 12.0
mu = 0.700
heavy-hole mass = 0.3333 electron masses
light-hole mass = 0.0588 electron masses
length unit = 120.0 bohr = 6.350 nm
energy unit R = 9.4484 meV
phase of Phi2 relative to Clebsch-Gordan = -1.0
Cartesian minus radial operator, max = 3.5e-16
B, radial equations, Gaussian basis = 1.856954 R
B, full 3D diagonalization = 1.856954 R
next 3D level in that s,d basis = -0.5422 R
B, heavy/light basis = 1.85696 R
change of B in finer basis = 2.3e-07 R
B of example = 17.55 meV
L=2 weight of example = 0.2231
lower bound = 1.4471 R
upper bound = 3.3333 R
trial <1/r>, L=0 part (alpha=1) = 1.000000
trial <1/r>, L=2 part (alpha=1) = 0.317766
trial <1/r>, whole state (alpha=1) = 0.658883
lower-bound constant (12 ln2-7)^2/4 = 0.434127
heavy-only constant C = 0.43600
mu, B in R, (1-mu)B in R, L=2 weight:
0.000  1.0000  1.00000  0.0000
0.300  1.0888  0.76214  0.0386
0.500  1.2985  0.64927  0.1098
0.700  1.8570  0.55709  0.2231
0.900  4.7683  0.47683  0.3882
0.990  44.0683  0.44068  0.4867
0.999  436.5161  0.43652  0.4986
(1-mu)B - C at mu=0.99: 4.68e-03 R
(1-mu)B - C at mu=0.999: 5.12e-04 R
verified
```
